# B-Splines from Divided Differences: Recursion, Smoothness and Boundary Conditions, part 2

An s electron is attracted by a thin shell of radius $r_0$ and strength $g$ inside a hard wall at radius $R$. In atomic units (energies in hartree, lengths in bohr), $P(r)$, which is $r$ times the radial part of the wave function, obeys

$$-\tfrac12P''(r)-g\,\delta(r-r_0)P(r)=E\,P(r),\qquad P(0)=P(R)=0 .$$

$P$ is continuous, but its slope jumps by $-2gP(r_0)$ at the shell.

The basis consists of $n$ B-splines of order $k$ (degree $k-1$) on knots $t_1\le\dots\le t_{n+k}$, with $t_i<t_{i+k}$. They are defined by

$$B_{i,k}(x)=(t_{i+k}-t_i)[t_i,\dots,t_{i+k}]T_k,\qquad T_k(t)=(t-x)_+^{k-1},$$

where $(u)_+=\max(u,0)$ and the bracket is a divided difference in $t$: the leading coefficient of the polynomial interpolating at the listed knots, with derivatives where knots repeat. At a knot, values are limits from the right, except at the right end of the domain.

$B_{i,1}$ is 1 for $t_i\le x<t_{i+1}$ and 0 elsewhere. Higher orders and slopes follow from

$$B_{i,k}(x)=\frac{x-t_i}{t_{i+k-1}-t_i}B_{i,k-1}(x)+\frac{t_{i+k}-x}{t_{i+k}-t_{i+1}}B_{i+1,k-1}(x), \tag{3}$$

$$B'_{i,k}=(k-1)\left[\frac{B_{i,k-1}}{t_{i+k-1}-t_i}-\frac{B_{i+1,k-1}}{t_{i+k}-t_{i+1}}\right], \tag{4}$$

without terms of zero denominator. Each spline vanishes outside $[t_i,t_{i+k}]$. The splines add to 1 on $[t_k,t_{n+1}]$, which is the whole domain if both end knots are $k$-fold.

Below, the order index on $B_i$ is omitted. If $\xi$ occurs $m$ times among the $k+1$ knots of $B_i$ itself, derivatives through order $k-1-m$ are continuous there, and the next one has the nonzero jump $\Delta$, right minus left,

$$\Delta B_i^{(k-m)}(\xi)=(-1)^{k-m+1}\frac{(t_{i+k}-t_i)\,(k-1)!}{(m-1)!\,\prod_{t_j\ne\xi}(\xi-t_j)}. \tag{5}$$

The product runs over the spline's other knots, repeated ones included. For cubic splines, $k=4$, a triple knot thus permits a kink. The order-2 spline is the hat function, which acquires a step when two of its knots merge.

**Two checks on limits.** For $m=k$, there is one other knot. If $\xi$ is the first knot, (5) gives $-(t_{i+k}-\xi)/(\xi-t_{i+k})=+1$; if it is the last, it gives $-1$. So the spline steps up to 1 or down from 1, as a hat does when two of its knots merge.

For the second check, take the knots $0,0,0,0,1,2,2,3,3,3,5,5,5,5,6,7,7,7,7$ with $k=4$. Three splines contain all three copies of the knot 3. Their own knots are $(2,2,3,3,3)$, $(2,3,3,3,5)$ and $(3,3,3,5,5)$, and (5) gives the slope jumps

$$\frac{1\cdot6}{2\cdot1}=3,\qquad \frac{3\cdot6}{2\cdot(1)(-2)}=-4.5,\qquad \frac{2\cdot6}{2\cdot4}=1.5 .$$

The largest magnitude agrees with the computed 4.5. The jumps add to zero, as they must because the sum of all splines is constant.

### The splines span the whole space

Equation (5) also shows that the splines are linearly independent. Suppose $\sum_ic_iB_i=0$ and let $i$ be the smallest index with $c_i\ne0$. Put $\xi=t_i$, and let $\xi$ occur $m$ times in $B_i$. Just to the right of $\xi$, this spline starts as a nonzero multiple of $(x-\xi)^{k-m}$, since it vanishes on the left. Later splines that also begin at $\xi$ contain fewer copies of it and start with higher powers. Splines that begin further right vanish there. Nothing can cancel the lowest power, so $c_i=0$, a contradiction.

Now let both end knots be $k$-fold and let interior break $j$ have multiplicity $m_j$. Consider all piecewise polynomials of degree at most $k-1$ with continuous derivatives through order $k-1-m_j$ at each break. The first piece has $k$ free coefficients. At each break one may add the $m_j$ powers $(x-\xi)^{k-m_j},\dots,(x-\xi)^{k-1}$ on the right. The dimension is $k+\sum_jm_j$. The number of splines is the number of knots minus $k$, which is $(2k+\sum_jm_j)-k$, the same number. So the splines form a basis of this entire space. Raising a multiplicity by one adds one function and releases one continuity condition.

### Boundary conditions

Let the left end $a$ be a $k$-fold knot. For $i\le k$, spline $B_i$ contains $k-i+1$ copies of $a$. It vanishes to the left, so by (5) its first nonzero derivative on the right has order $k-(k-i+1)=i-1$. Later splines vanish near $a$. For $f=\sum_ic_iB_i$ and $p\le k-1$,

$$f^{(p)}(a)=\sum_{i=1}^{p+1}c_iB_i^{(p)}(a),\qquad B_{p+1}^{(p)}(a)\ne0 .$$

The system is triangular. In particular $f(a)=c_1$. The function and its first $q-1$ derivatives vanish at $a$ if and only if $c_1=\dots=c_q=0$, for $q\le k$.

For the knot sequence above, the right-hand derivatives of the first four splines at 0 are, for orders 0 to 3:

- $B_1$: $1,\,-3,\,6,\,-6$
- $B_2$: $0,\,3,\,-9,\,10.5$
- $B_3$: $0,\,0,\,3,\,-6$
- $B_4$: $0,\,0,\,0,\,1.5$

So $f'(0)=3(c_2-c_1)$, and a zero slope would require $c_1=c_2$. At the right end the same argument, with the zero function now on the right, gives $f(b)=c_n$.

For a radial function, dropping the first and last splines imposes $P(0)=P(R)=0$. With angular momentum $l$ and a potential less singular than $1/r^2$, the leading power $r^s$ at the origin satisfies $s(s-1)=l(l+1)$, and the regular solution has $s=l+1$. Dropping the first $l+1$ splines, if $l+1<k$, builds in $P=O(r^{l+1})$. For $l+1=k$ the same step would remove every spline on the first interval and force $P=0$ there, because a polynomial of degree $k-1$ cannot start as $r^k$.

### The shell in a spline basis

We return to the electron at the shell. Multiply the equation on each side of $r_0$ by a continuous function $Q$ and integrate by parts. The boundary terms at $r_0$ combine into the slope jump:

$$E\int_0^R PQ\,dr=\tfrac12\int_0^R P'Q'\,dr+\tfrac12\,\Delta P'(r_0)\,Q(r_0)+\tfrac12P'(0)Q(0)-\tfrac12P'(R)Q(R).$$

With $\Delta P'(r_0)=-2gP(r_0)$ and $Q(0)=Q(R)=0$ this becomes

$$\tfrac12\int_0^R P'Q'\,dr-gP(r_0)Q(r_0)=E\int_0^R PQ\,dr . \tag{6}$$

Putting $P=\sum_jc_jB_j$ and $Q=B_i$ gives a matrix eigenvalue problem. Its lowest eigenvalue is an upper bound to the ground-state energy of this model, since it minimizes the energy over a subset of the allowed functions. The bound requires continuous functions, so the knot at $r_0$ may have multiplicity at most $k-1$. A step would have infinite kinetic energy, which an integral over the separate pieces would miss.

The model can also be solved directly. For $E=-\kappa^2/2$ the solution is proportional to $\sinh\kappa r$ inside the shell and to $\sinh\kappa(R-r)$ outside. The logarithmic slopes at $r_0$ are $\kappa\coth\kappa r_0$ and $-\kappa\coth\kappa(R-r_0)$. Their difference must be $-2g$:

$$\kappa\left[\coth\kappa r_0+\coth\kappa(R-r_0)\right]=2g .$$

The left side increases with $\kappa$, because the derivative of $y\coth y$ is $(\sinh y\cosh y-y)/\sinh^2y>0$. There is thus at most one state of negative energy. For $R\to\infty$ the second coth tends to 1, and the condition becomes $\kappa=g(1-e^{-2\kappa r_0})$. A distant shell, $\kappa r_0\gg1$, then gives $\kappa\to g$, the result for a delta well on a line.

Take $g=1$ hartree bohr, $r_0=2$ bohr and $R=10$ bohr. The root is $\kappa=0.980172$ bohr$^{-1}$, so

$$E=-\tfrac12(0.980172)^2=-0.480369\ \text{hartree}=-13.0715\ \text{eV}.$$

### One, two or three knots at the shell

Cubic splines with breaks every 0.5 bohr, and with the first and last splines removed, give:

- $m=1$, 21 splines: $E=-0.409776$ hartree, error $7.06\times10^{-2}$ hartree.
- $m=2$, 22 splines: $E=-0.409776$ hartree, error $7.06\times10^{-2}$ hartree.
- $m=3$, 23 splines: $E=-0.48036885$ hartree, error $1.6\times10^{-7}$ hartree.

Each error is the spline energy minus the energy from the root of the matching condition. The first two amount to about 15% of the magnitude of the exact energy. The triple knot allows the kink, and the error falls by more than five orders of magnitude. The computed ratio $\Delta P'(r_0)/P(r_0)$ is $-1.9979$ bohr$^{-1}$, close to $-2g$; with one or two knots it is zero.

The gain does not come from the two additional functions as such. A control with simple extra knots at 1.75 and 2.25 bohr also has 23 splines, but its error is $3.77\times10^{-2}$ hartree.

On these evenly spaced breaks the second knot brings almost nothing: it lowers the energy by only $1.5\times10^{-7}$ hartree. A symmetry argument, exact only for a symmetric arrangement, suggests why. Suppose the breaks and the walls were symmetric about $r_0$. The spline eigenfunctions could then be chosen even or odd under reflection. Odd ones vanish at the shell and have positive energy, so a ground state of negative energy is even. The second derivative of an even function is even and cannot jump at $r_0$. A double knot permits just such a jump, so the even functions it admits were already in the simple-knot space, and the ground-state energy would not change at all. Here the walls lie 2 and 8 bohr from the shell, and the symmetry is approximate. Moving the shell to the centre, $r_0=5$ bohr, removes the difference down to rounding error. For shells at 1, 2, 3 and 4 bohr, that is 2, 4, 6 and 8 intervals from the nearer wall, it is about $10^{-4}$, $10^{-7}$, $10^{-10}$ and $10^{-13}$ hartree. The argument needs symmetric breaks. With spacing 0.25 bohr inside the shell at 2 bohr and 0.5 bohr outside it, the second knot lowers the error from $6.4\times10^{-2}$ to $4.9\times10^{-2}$ hartree. That is a visible gain, though still no substitute for the kink.

Halving the spacing to 0.25 bohr reduces the error by a factor 1.90 for $m=1$ and 55 for $m=3$. A scaling estimate makes both plausible. A function with continuous slope must round off the kink over a distance of order $h$, the spacing. Its slope is then wrong by a finite amount over that distance, which costs an energy of order $h$ and suggests a factor 2. With the kink represented, cubic pieces can follow the smooth parts with slope errors of order $h^3$. The energy error is quadratic in the slope error, hence of order $h^6$, which suggests a factor 64. The measured factors lie somewhat below these small-$h$ values.

### Keeping the first spline

Suppose the first spline is retained and (6) is used unchanged. Now $Q(0)$ is free, and the integration by parts leaves the term $\frac12P'(0)Q(0)$, which must vanish for every $Q$. The equation then selects $P'(0)=0$ instead of $P(0)=0$. The inner solution becomes $\cosh\kappa r$, and $\coth\kappa r_0$ in the matching condition is replaced by $\tanh\kappa r_0$.

The energy from this modified condition is $-0.5172506$ hartree, and the spline calculation with a triple knot and spacing 0.5 bohr gives $-0.5172504$ hartree. The level is lower than before, as it must be when a constraint is removed. It is not a level of the three-dimensional electron: $P(0)\ne0$ would mean a wave function behaving as $1/r$ at the origin, whose Laplacian contains a delta function there that no term of the equation balances. One coefficient thus decides which physical problem is solved.

The numerical check checks the recursion, slopes, support, unit sum and jump law against the divided-difference definition, and the shell energies against the matching conditions.

## Values computed for the example and the checks

```
order k = 4 ; number of splines n = 15
knots (dimensionless): 0 0 0 0 1 2 2 3 3 3 5 5 5 5 6 7 7 7 7
nonzero splines at x = 1.5, as index:value (index from 1)
 order 1: 5:1.000000
 order 2: 4:0.500000 5:0.500000
 order 3: 3:0.125000 4:0.625000 5:0.250000
 order 4: 2:0.031250 3:0.250000 4:0.656250 5:0.062500
 slopes, order 4: 2:-0.187500 3:-0.750000 4:0.562500 5:0.375000
max |recursion - definition| = 9.4e-13
max |slope formula - definition| = 1.6e-12
max |sum of splines - 1| = 5.8e-13
simple knots 0..8, k = 4: sum of splines at x = 1.5 and 3.5: 0.500000 1.000000
largest |jump| over all splines, derivative orders 0 1 2 3
 knot 1, multiplicity 1: 0.0000 0.0000 0.0000 12.0000
 knot 2, multiplicity 2: 0.0000 0.0000 12.0000 18.0000
 knot 3, multiplicity 3: 0.0000 4.5000 12.0000 18.0000
 knot 5, multiplicity 4: 1.0000 3.0000 9.0000 10.5000
 knot 6, multiplicity 1: 0.0000 0.0000 0.0000 12.0000
right-hand derivatives at x = 0, orders 0 1 2 3
 spline 1: 1.0000 -3.0000 6.0000 -6.0000
 spline 2: 0.0000 3.0000 -9.0000 10.5000
 spline 3: 0.0000 0.0000 3.0000 -6.0000
 spline 4: 0.0000 0.0000 0.0000 1.5000
shell: g = 1 hartree bohr, r0 = 2 bohr, R = 10 bohr
matching root kappa = 0.98017244 1/bohr
matching energy = -0.48036900 hartree = -13.07151 eV
spacing (bohr), knots at r0, splines used, energy (hartree), error (hartree), slope jump / P(r0) (1/bohr)
 0.5 1 21 -0.40977568 7.059e-02 0.00000
 0.5 2 22 -0.40977583 7.059e-02 0.00000
 0.5 3 23 -0.48036885 1.563e-07 -1.99791
 0.25 1 41 -0.44326449 3.710e-02 0.00000
 0.25 2 42 -0.44326449 3.710e-02 0.00000
 0.25 3 43 -0.48036900 2.842e-09 -1.99973
error ratio on halving spacing: m=1 1.90, m=2 1.90, m=3 55.0
control, spacing 0.5 bohr, extra simple knots at 1.75 and 2.25 bohr:
 splines 23, energy -0.44264271 hartree, error 3.773e-02 hartree
first spline kept (spacing 0.5 bohr, m=3): -0.51725042 hartree
matching energy for zero slope at origin: -0.51725063 hartree
```
